**Mirror selection rule for flexural phonons in a flat honeycomb sheet**

In a flat, one-atom-thick sheet with mirror-symmetric surroundings, a phonon process has zero amplitude when F, the total number of flexural phonons absorbed and emitted, is odd. The coupling g_n is the n-th derivative of the energy per cell along n phonon patterns scaled by their zero-point factors, and h is the static height difference between the sublattices. For a model sheet at generic wavevectors, the program asserts that the nonzero three-, four- and five-phonon couplings are those with even F, (6ⁿ + 2ⁿ)/2 in number: 112, 656 and 3904. It also asserts the closed form of the flexural energies, the cubic count for unequal sublattice masses, and the nearly linear growth of odd-F force constants with h. A ZO decay into two in-plane phonons that conserves energy and momentum has a coupling of zero within rounding in the flat sheet, and about 3 × 10⁻⁶ eV at the same wavevectors when h = 0.05 Å. A two-mode quantum calculation with an unexpanded potential shows no transitions between states of opposite flexural parity, beyond rounding, in the flat sheet. Hartree-Fock/STO-3G energies of distorted benzene are unchanged when all heights are reversed, unless a perpendicular field is applied and kept fixed.

## Check in Python

```python
"""
Result under test: in a flat one-atom-thick sheet, every phonon coupling with an
odd total number of flexural (out-of-plane) phonons vanishes, at any order, and
the parity of the flexural phonon number is conserved by the full dynamics.

Model: honeycomb sheet, sublattices A and B, in-plane bond length BOND.
Energy of a site = half of its three Morse bonds + angle term + pyramidal term.
height  : static z(A) - z(B); zero for the flat sheet, nonzero when buckled.
          The reference geometry is always an unstressed equilibrium.
coupling: n-th directional derivative of the energy per cell along n phonon
          patterns scaled by their zero-point factors (eV).
Derivatives are exact: numbers carry nilpotent parts e_k with e_k**2 = 0, and the
coefficient of e_1 e_2 ... e_n is the mixed derivative. Array axis 0 labels the
subset of e_k as a bit mask; axis 1 runs over a batch of cases.
Energies in eV, lengths in angstrom, masses in atomic mass units.
"""
import itertools
import math
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import binom
from pyscf import gto, scf

BOND, DEPTH, ALPHA = 1.4, 5.0, 2.0      # angstrom, eV, 1/angstrom
K_ANGLE, K_PYR = 4.0, 2.5               # eV, eV
MASS = 12.0                             # carbon-12
HBAR2_U = sc.hbar**2 / (sc.atomic_mass * sc.e * 1e-20)   # hbar^2/u, eV^2 A^2/eV
PHI = np.array([0.0, 2 * np.pi / 3, 4 * np.pi / 3])
DELTA = BOND * np.array([np.cos(PHI), np.sin(PHI)]).T    # A to B vectors


def mul(a, b):
    out = np.zeros(np.broadcast_shapes(a.shape, b.shape), complex)
    for s in range(len(out)):
        t = s
        while True:
            out[s] += a[t] * b[s ^ t]
            if t == 0:
                break
            t = (t - 1) & s
    return out


def compose(a, taylor):
    """Function of a nilpotent-extended number from its Taylor coefficients."""
    n = len(a).bit_length() - 1
    step = a.copy()
    step[0] = 0
    out = np.zeros_like(a)
    out[0] = taylor(n, a[0])
    for m in range(n - 1, -1, -1):
        out = mul(out, step)
        out[0] += taylor(m, a[0])
    return out


def inverse_root(a):
    return compose(a, lambda m, x: binom(-0.5, m) * x ** (-0.5 - m))


def exponential(a):
    return compose(a, lambda m, x: np.exp(x) / math.factorial(m))


def dot(a, b):
    return sum(mul(a[i], b[i]) for i in range(3))


def cell_energy(height, waves, vectors, shift=None):
    """waves: n wavevectors; vectors: n arrays (batch, sublattice, xyz)."""
    n = len(waves)
    batch = len(vectors[0]) if n else len(shift)
    if shift is None:
        shift = np.zeros((batch, 2, 3))

    def atom(xy, sub):
        place = np.array([xy[0], xy[1], height * (0.5 - sub)])
        c = np.zeros((3, 2**n, batch), complex)
        c[:, 0] = place[:, None] + shift[:, sub].T
        for k in range(n):
            c[:, 1 << k] = (vectors[k][:, sub] * np.exp(1j * np.dot(waves[k], xy))).T
        return c, place

    total = np.zeros((2**n, batch), complex)
    for sub in (0, 1):
        sign = 1 - 2 * sub
        home = np.zeros(2) if sub == 0 else DELTA[0]
        centre, centre0 = atom(home, sub)
        units, units0 = [], []
        for d in DELTA:
            other, other0 = atom(home + sign * d, 1 - sub)
            bond, bond0 = other - centre, other0 - centre0
            length0 = np.linalg.norm(bond0)
            square = dot(bond, bond)
            inv = inverse_root(square)
            stretch = mul(square, inv)
            stretch[0] -= length0
            gap = -exponential(-ALPHA * stretch)
            gap[0] += 1
            total += 0.5 * DEPTH * mul(gap, gap)
            units.append([mul(bond[i], inv) for i in range(3)])
            units0.append(bond0 / length0)
        for i, j in ((0, 1), (0, 2), (1, 2)):
            bend = dot(units[i], units[j])
            bend[0] -= np.dot(units0[i], units0[j])
            total += 0.5 * K_ANGLE * mul(bend, bend)
        p, q, r = units
        cross = [mul(q[1], r[2]) - mul(q[2], r[1]),
                 mul(q[2], r[0]) - mul(q[0], r[2]),
                 mul(q[0], r[1]) - mul(q[1], r[0])]
        pyramid = dot(p, cross)
        pyramid[0] -= np.linalg.det(np.array(units0))
        total += 0.5 * K_PYR * mul(pyramid, pyramid)
    return total


def derivative(height, waves, vectors):
    return cell_energy(height, waves, vectors)[-1]


CARTESIAN = np.eye(6).reshape(6, 2, 3)


def modes(q, height=0.0, masses=(MASS, MASS)):
    """Energies, zero-point patterns, z-weights; 4 in-plane modes, then 2 flexural."""
    q = np.asarray(q, float)
    i, j = np.indices((6, 6)).reshape(2, 36)
    d = derivative(height, [-q, q], [CARTESIAN[i], CARTESIAN[j]]).reshape(6, 6)
    scale = np.repeat(1 / np.sqrt(masses), 3)
    d = HBAR2_U * d * np.outer(scale, scale)
    assert np.allclose(d, d.conj().T, atol=1e-12)
    values, vec = np.linalg.eigh((d + d.conj().T) / 2)
    assert values.min() > 0                       # stable sheet at this wavevector
    weight = abs(vec[2])**2 + abs(vec[5])**2
    rank = np.argsort(weight)
    order = np.concatenate([np.sort(rank[:4]), np.sort(rank[4:])])
    energy = np.sqrt(values)
    pattern = (vec * scale[:, None] * np.sqrt(HBAR2_U / (2 * energy))).T
    return energy[order], pattern[order].reshape(6, 2, 3), weight[order]


def all_couplings(waves, height=0.0, masses=(MASS, MASS)):
    n = len(waves)
    idx = np.array(list(itertools.product(range(6), repeat=n)))
    patterns = [modes(q, height, masses)[1] for q in waves]
    g = abs(derivative(height, waves, [patterns[k][idx[:, k]] for k in range(n)]))
    return g, (idx >= 4).sum(axis=1)


def closed_waves(n):
    free = np.array([[0.31, 0.17], [-0.52, 0.43], [0.23, -0.71], [0.64, 0.38]])[:n - 1]
    return list(free) + [-free.sum(axis=0)]


print(f"bond length {BOND} A, Morse depth {DEPTH} eV, Morse exponent {ALPHA} 1/A")
print(f"angle stiffness {K_ANGLE} eV, pyramidal stiffness {K_PYR} eV, mass {MASS} u")

# Exact derivatives against finite differences of the energy itself
rng = np.random.default_rng(4)
v = rng.uniform(-1, 1, (4, 2, 3))
step = 0.01
signs = np.array(list(itertools.product([1, -1], repeat=4)))
moved = step * np.einsum('sk,kab->sab', signs, v)
fd = (signs.prod(axis=1) * cell_energy(0.0, [], [], moved)[0].real).sum() / (2 * step)**4
exact = derivative(0.0, [np.zeros(2)] * 4, [x[None] for x in v])[0].real
assert abs(fd / exact - 1) < 1e-2     # finite-difference error is of order step^2

# Harmonic separation and closed form of the flexural energies
for q in ([0.31, 0.17], [-0.9, 0.4], [0.2, 1.1]):
    energy, _, weight = modes(q)
    f = abs(np.exp(1j * DELTA @ np.array(q)).sum())
    unit = np.sqrt(3 * K_PYR * HBAR2_U / (4 * BOND**2 * MASS))
    assert np.allclose(energy[4:], [unit * (3 - f), unit * (3 + f)], rtol=1e-7)
    assert np.allclose(weight, [0, 0, 0, 0, 1, 1], atol=1e-10)
    assert np.allclose(modes(q, masses=(12.0, 13.0))[2], [0, 0, 0, 0, 1, 1], atol=1e-10)
print(f"flexural energy unit sqrt(3k/(4 a^2 M)): {unit:.5f} eV")

# Count of nonzero couplings at generic momenta
for n in (3, 4, 5):
    g, flex = all_couplings(closed_waves(n))
    odd = flex % 2 == 1
    nonzero = g > 1e-9 * g.max()
    assert not nonzero[odd].any() and nonzero[~odd].all()
    assert nonzero.sum() == (6**n + 2**n) // 2
    print(f"{n}-phonon: {nonzero.sum()} of {6**n} couplings nonzero; largest even "
          f"{g[~odd].max():.2e} eV, largest odd {g[odd].max():.1e} eV")
g, flex = all_couplings(closed_waves(3), masses=(12.0, 13.0))
mixed_count = (g > 1e-9 * g.max()).sum()
assert mixed_count == 112 and g[flex % 2 == 1].max() < 1e-9 * g.max()
print(f"3-phonon, sublattice masses 12 and 13 u: {mixed_count} nonzero")

# Buckled control: rule fails, odd couplings start linearly in the height
HEIGHT = 0.05
g, flex = all_couplings(closed_waves(3), HEIGHT)
buckled_count = (g > 1e-9 * g.max()).sum()
assert buckled_count == 216
print(f"3-phonon, buckled by {HEIGHT} A: {buckled_count} of {6**3} nonzero")
idx = np.array(list(itertools.product(range(6), repeat=3)))
odd = (idx % 3 == 2).sum(axis=1) % 2 == 1
norms = [np.linalg.norm(derivative(h, closed_waves(3),
         [CARTESIAN[idx[:, k]] for k in range(3)])[odd]) for h in (HEIGHT / 2, HEIGHT)]
assert abs(norms[1] / norms[0] - 2) < 0.03   # next correction is cubic in height
print(f"odd cubic force-constant norm at {HEIGHT/2} and {HEIGHT} A: "
      f"{norms[0]:.4f}, {norms[1]:.4f} eV/A^3; ratio {norms[1]/norms[0]:.4f}")

# Two decays that conserve energy and momentum
Q1, AXIS = np.array([0.3, 0.1]), np.array([-0.6, 0.8])


def decay(name, parent, child1, child2):
    def mismatch(t):
        return (modes(Q1)[0][parent] - modes(Q1 / 2 + t * AXIS)[0][child1]
                - modes(Q1 / 2 - t * AXIS)[0][child2])
    t = brentq(mismatch, 0.01, 1.4, xtol=1e-12)
    waves = [Q1, -(Q1 / 2 + t * AXIS), -(Q1 / 2 - t * AXIS)]
    branch = (parent, child1, child2)
    energies = [modes(q)[0][b] for q, b in zip(waves, branch)]
    assert abs(energies[0] - energies[1] - energies[2]) < 1e-9
    result = [abs(derivative(h, waves, [modes(q, h)[1][b][None]
              for q, b in zip(waves, branch)])[0]) for h in (0.0, HEIGHT)]
    print(f"{name}: t = {t:.4f} 1/A")
    print("  energies " + ", ".join(f"{e:.5f}" for e in energies) + " eV")
    print(f"  coupling flat {result[0]:.2e} eV, buckled {result[1]:.2e} eV")
    return result


print(f"decays: parent q = {Q1} 1/A, children q/2 +- t*{AXIS}")
allowed = decay("in-plane branch 2 -> ZA + ZA", 1, 4, 4)
forbidden = decay("ZO -> in-plane branch 1 + branch 2", 5, 0, 1)
assert allowed[0] > 1e-7 and forbidden[0] < 1e-14 and forbidden[1] > 1e-7

# Full quantum dynamics of two optical motions of one cell, potential not expanded
SIZE, POINTS = 12, 30


def averaged_probabilities(height):
    """Time-averaged transition probabilities between states (n_inplane, n_flex)."""
    hbar2_mu = 2 * HBAR2_U / MASS            # relative motion of A and B
    x, w = np.polynomial.hermite.hermgauss(POINTS)
    h = np.zeros((SIZE, POINTS))
    h[0] = np.pi**-0.25
    h[1] = np.sqrt(2) * x * h[0]
    for k in range(1, SIZE - 1):
        h[k + 1] = np.sqrt(2 / (k + 1)) * x * h[k] - np.sqrt(k / (k + 1)) * h[k - 1]
    h *= np.sqrt(w)
    direction = [np.array([[0.5, 0, 0], [-0.5, 0, 0]]),
                 np.array([[0, 0, 0.5], [0, 0, -0.5]])]
    quanta = [np.sqrt(hbar2_mu * derivative(height, [np.zeros(2)] * 2,
              [d[None]] * 2)[0].real) for d in direction]
    a, b = [g.ravel() for g in np.meshgrid(x, x, indexing='ij')]
    lengths = [np.sqrt(hbar2_mu / e) for e in quanta]
    shift = (a[:, None, None] * lengths[0] * direction[0]
             + b[:, None, None] * lengths[1] * direction[1])
    pot = cell_energy(height, [], [], shift)[0].real
    pot -= 0.5 * (quanta[0] * a**2 + quanta[1] * b**2)
    basis = np.kron(h, h)
    number = np.arange(SIZE) + 0.5
    ham = np.diag(np.add.outer(quanta[0] * number, quanta[1] * number).ravel())
    ham += (basis * pot) @ basis.T
    _, vec = np.linalg.eigh((ham + ham.T) / 2)
    prob = (vec**2) @ (vec**2).T
    return quanta, prob.reshape(SIZE, SIZE, SIZE, SIZE)


quanta, flat = averaged_probabilities(0.0)
_, buckled = averaged_probabilities(HEIGHT)
print(f"one-cell quanta: in-plane {quanta[0]:.4f} eV, flexural {quanta[1]:.4f} eV")
print("time-averaged probabilities, 2 in-plane phonons made from")
print(f"  2 flexural, flat: {flat[0, 2, 2, 0]:.2e}")
print(f"  1 flexural, flat: {flat[0, 1, 2, 0]:.1e}; buckled: {buckled[0, 1, 2, 0]:.2e}")
parity = np.arange(SIZE) % 2
opposite = parity[:, None] != parity[None, :]
leak = flat.transpose(1, 3, 0, 2)[opposite][:, :4, :4].max()
assert leak < 1e-18
assert flat[0, 2, 2, 0] > 1e-10 and buckled[0, 1, 2, 0] > 1e-8

# Mirror symmetry of a computed electronic energy surface: distorted benzene
HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
ring = np.arange(6) * np.pi / 3
circle = np.array([np.cos(ring), np.sin(ring), 0 * ring]).T
place = np.vstack([1.4 * circle, 2.5 * circle])
place += rng.uniform(-0.05, 0.05, place.shape)
place[6:, 2] += 0.2


def molecule_energy(mirror, field):
    """Hartree-Fock/STO-3G energy in eV; field along z in V/angstrom."""
    xyz = place * np.array([1, 1, mirror])
    mol = gto.M(atom=list(zip(['C'] * 6 + ['H'] * 6, xyz.tolist())),
                basis='sto-3g', unit='Angstrom', verbose=0)
    strength = field * BOHR / HARTREE
    core = scf.hf.get_hcore(mol) + strength * mol.intor('int1e_r')[2]
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: core
    mf.conv_tol = 1e-11
    total = mf.kernel()
    assert mf.converged
    return HARTREE * (total - strength * mol.atom_charges() @ mol.atom_coords()[:, 2])


FIELD = 0.5
free_gap = molecule_energy(1, 0.0) - molecule_energy(-1, 0.0)
up = molecule_energy(1, FIELD)
field_gap = up - molecule_energy(-1, FIELD)
both_gap = up - molecule_energy(-1, -FIELD)
assert abs(free_gap) < 1e-6 and abs(both_gap) < 1e-6 and abs(field_gap) > 1e-4
print("benzene, HF/STO-3G, energy change when all z are reversed:")
print(f"  no field {abs(free_gap):.1e} eV; field {FIELD} V/A {abs(field_gap):.5f} eV")
print(f"  field reversed as well {abs(both_gap):.1e} eV")
print("OK")
```

Printed output:

```
bond length 1.4 A, Morse depth 5.0 eV, Morse exponent 2.0 1/A
angle stiffness 4.0 eV, pyramidal stiffness 2.5 eV, mass 12.0 u
flexural energy unit sqrt(3k/(4 a^2 M)): 0.01825 eV
3-phonon: 112 of 216 couplings nonzero; largest even 1.37e-02 eV, largest odd 1.7e-17 eV
4-phonon: 656 of 1296 couplings nonzero; largest even 1.97e-03 eV, largest odd 1.1e-16 eV
5-phonon: 3904 of 7776 couplings nonzero; largest even 6.14e-04 eV, largest odd 1.3e-18 eV
3-phonon, sublattice masses 12 and 13 u: 112 nonzero
3-phonon, buckled by 0.05 A: 216 of 216 nonzero
odd cubic force-constant norm at 0.025 and 0.05 A: 53.6803, 107.1346 eV/A^3; ratio 1.9958
decays: parent q = [0.3 0.1] 1/A, children q/2 +- t*[-0.6  0.8]
in-plane branch 2 -> ZA + ZA: t = 0.8621 1/A
  energies 0.03721, 0.01670, 0.02051 eV
  coupling flat 1.79e-03 eV, buckled 1.76e-03 eV
ZO -> in-plane branch 1 + branch 2: t = 0.5754 1/A
  energies 0.10688, 0.03320, 0.07368 eV
  coupling flat 1.48e-18 eV, buckled 3.25e-06 eV
one-cell quanta: in-plane 0.2267 eV, flexural 0.1095 eV
time-averaged probabilities, 2 in-plane phonons made from
  2 flexural, flat: 2.43e-05
  1 flexural, flat: 9.1e-32; buckled: 1.71e-05
benzene, HF/STO-3G, energy change when all z are reversed:
  no field 0.0e+00 eV; field 0.5 V/A 0.07178 eV
  field reversed as well 0.0e+00 eV
OK
```
